# Adding Reflection-to-Transmission Ratios of Incoherent One-Channel Scatterers

**Q:** Two partly reflecting interfaces in series let an electron bounce between them. Interference then depends on their spacing. How can one find the total resistance without knowing a phase?

**A:** In general one cannot. The question has a phase-free answer if phase memory is lost on each passage between neighbouring interfaces. I assume that the processes which destroy phase neither reverse the electron nor remove it, and that they leave its energy practically unchanged. Each interface scatters elastically, and there is one channel, meaning one transverse mode with two equivalent spin states.

Let interface $i$ transmit with probability $T_i>0$ and reflect with probability $R_i$. Its scattering matrix for flux-normalized waves is
$$S=\begin{pmatrix} r&t'\\ t&r'\end{pmatrix},$$
where unprimed amplitudes belong to incidence from the left and primed ones to incidence from the right. Current conservation makes $S$ unitary. The first column gives $|r|^2+|t|^2=1$, the first row gives $|r|^2+|t'|^2=1$, and the second column gives $|t'|^2+|r'|^2=1$. Hence $|t'|=|t|$ and $|r'|=|r|$. Both sides have the same $T_i$ and the same $R_i=1-T_i$.

**Q:** Then compose two of them. Why is the answer not simply $T_1T_2$?

**A:** That product counts only the electrons that cross directly. Others reflect at 2, return to 1, reflect again and get another attempt. Each extra round trip contributes a factor $R_1R_2$. Without phase memory the probabilities of these histories add:
$$T=T_1T_2\sum_{n=0}^{\infty}(R_1R_2)^n=\frac{T_1T_2}{1-R_1R_2}.$$
The series converges because $R_1R_2<1$. The total reflection is
$$R=1-T=\frac{1-R_1R_2-T_1T_2}{1-R_1R_2}.$$
Dividing the two expressions removes the common denominator:
$$\frac RT=\frac{1-R_1R_2-T_1T_2}{T_1T_2}.$$
To simplify the numerator, write $1=(R_1+T_1)(R_2+T_2)$ and expand:
$$1=R_1R_2+R_1T_2+T_1R_2+T_1T_2.$$
Therefore $1-R_1R_2-T_1T_2=R_1T_2+T_1R_2$, and
$$\frac RT=\frac{R_1}{T_1}+\frac{R_2}{T_2}.$$

**Q:** Does a third interface spoil this?

**A:** No. The first two act as one scatterer with probabilities $R$ and $T$, and the derivation used nothing else about a scatterer. Applying it again adds $R_3/T_3$. By induction, with $\rho_i=R_i/T_i$,
$$\frac RT=\sum_{i=1}^N\rho_i,\qquad \frac1T=\frac{T+R}{T}=1+\sum_{i=1}^N\rho_i .$$
The sum does not depend on the order of the interfaces.

**Q:** Probabilities are not ohms. Where does resistance enter?

**A:** Consider right-moving states in an energy interval $dE$. Including spin, their number per unit length is $2\,dk/2\pi=2\,dE/(2\pi\hbar v)$, because $dE=\hbar v\,dk$. Multiplication by $ev$ gives a current $(2e/h)\,dE$: the velocity cancels. At low temperature a small voltage $U$ opens an energy window $eU$, of which the fraction $T$ is transmitted. Thus $I=(2e^2/h)TU$, and the two-terminal resistance is
$$\mathcal R=\frac{h}{2e^2}\frac1T=\frac{h}{2e^2}\left(1+\sum_i\rho_i\right).$$
An interface adds $(h/2e^2)\rho_i$. The remaining $h/2e^2$ belongs to the constriction: a single channel joined to wide reservoirs has this resistance even if nothing reflects.

**Q:** You have assigned the resistance by looking at a formula. Is there really a voltage drop $\rho_i$ at interface $i$?

**A:** There is, once local voltage is defined. Let $a$ and $b$ be the excess populations of right- and left-movers in one section, in units of the population injected by the left reservoir. I take the local voltage to be proportional to their mean $(a+b)/2$, as a probe coupled equally to both directions would register.

The net flux $J=a-b$ is the same in every section, and $J=T$. Let primes mark the section to the right of interface $i$. The left-movers just left of it are reflected right-movers plus transmitted left-movers:
$$b=R_ia+T_ib'.$$
Subtracting this from $a$ gives $J=a-R_ia-T_ib'=T_i(a-b')$, so $b'=a-J/T_i$. On the left, $b=a-J$, and the mean population is $a-J/2$. On the right, $a'=b'+J$, and the mean is $b'+J/2=a-J/T_i+J/2$. The drop is therefore
$$\left(a-\frac J2\right)-\left(a-\frac J{T_i}+\frac J2\right)=J\left(\frac1{T_i}-1\right)=J\rho_i.$$
At the left reservoir $a=1$, so the mean just inside the channel is $1-J/2$, a drop of $J/2$. At the right end $b=0$ and $a=J$, so the mean is $J/2$ and falls to zero in the reservoir. Adding all drops gives $1=J(1+\sum_i\rho_i)$, which is the same result obtained without summing any bounces. It also shows that the constriction term is shared equally between the two ends.

**Q:** Could I instead measure each interface in its own two-terminal device and add the resistances?

**A:** You would count the constriction term once per device. For $N$ interfaces the sum is $(h/2e^2)(N+\sum_i\rho_i)$, too large by $(N-1)h/2e^2$. Subtract $h/2e^2$ from each measurement, add, and restore it once.

Two limits show when this matters. If $T_i\ll1$, then $\rho_i=1/T_i-1\approx1/T_i$, and ordinary addition is nearly right. If $R_i\ll1$, then $\rho_i\approx R_i$, and the constriction term dominates each separate measurement.

**Q:** Suppose phase is not lost, but I average over unknown spacings. Surely that is equivalent.

**A:** For two interfaces it is equivalent for the mean transmission, but not for the mean resistance. Adding amplitudes gives a geometric series whose ratio has modulus $\sqrt{R_1R_2}$ and some round-trip phase $\theta$:
$$T(\theta)=\frac{T_1T_2}{|1-z|^2},\qquad z=\sqrt{R_1R_2}\,e^{i\theta}.$$
Expand $1/|1-z|^2=\sum_{n,m}z^n(z^*)^m$. Averaging over uniform $\theta$ leaves the terms $n=m$, whose sum is $\sum_n(R_1R_2)^n$. So $\langle T\rangle$ equals the incoherent $T$.

For the resistance we need the inverse. Since $|1-z|^2=1+R_1R_2-2\sqrt{R_1R_2}\cos\theta$,
$$\left\langle\frac1T\right\rangle=\frac{1+R_1R_2}{T_1T_2}=(1+\rho_1)(1+\rho_2)+\rho_1\rho_2,$$
where $1/T_i=1+\rho_i$ was used. Subtracting 1,
$$\left\langle\frac RT\right\rangle=\rho_1+\rho_2+2\rho_1\rho_2.$$
The extra term arises because the mean of $1/T$ gives spacings with low transmission more weight than $1/\langle T\rangle$ does. It can be absorbed by writing $1+2\langle\rho\rangle=(1+2\rho_1)(1+2\rho_2)$. Further interfaces with independent phases enter linearly in the same way, so
$$1+2\langle\rho\rangle=\prod_i(1+2\rho_i).$$
The coherent mean resistance of many equal interfaces thus grows exponentially with their number, while the incoherent resistance grows linearly.

**Q:** At least the mean transmission is safe, then.

**A:** Not beyond two interfaces. Let $x$ be the reflection probability of the first pair at a given spacing. Averaging over the phase between this pair and interface 3 gives
$$f(x)=\frac{(1-x)T_3}{1-xR_3}.$$
Its derivatives, using $1-R_3=T_3$, are
$$f'=T_3\frac{-(1-xR_3)+R_3(1-x)}{(1-xR_3)^2}=-\frac{T_3^2}{(1-xR_3)^2},\qquad f''=-\frac{2R_3T_3^2}{(1-xR_3)^3}.$$
For $R_3>0$ the function is concave, so $\langle f(x)\rangle<f(\langle x\rangle)$ whenever $x$ varies with spacing. The mean $\langle x\rangle$ is the incoherent reflection of the first pair, so the right-hand side is the incoherent transmission of all three. Frozen phases therefore give a smaller mean transmission. A further interface keeps the inequality, because $f$ also decreases with $x$.

**Q:** Then what does losing phase on every passage do that averaging does not?

**A:** It removes interference at each interface separately. Let waves $\alpha$ and $\beta$ arrive from the left and right with fresh, independent phases. The intensity leaving to the right is
$$|t\alpha+r'\beta|^2=T_i|\alpha|^2+R_i|\beta|^2+2\,\mathrm{Re}(t\,r'^*\alpha\beta^*).$$
The last term averages to zero, and the mean intensities obey the population equations used above. If the phases are frozen, $\alpha$ and $\beta$ have a definite relative phase at each spacing. With two interfaces the last term still averages to zero over the spacing, which is why $\langle T\rangle$ agreed there. With three it does not at the middle interface, because the intensity arriving there depends on the same phases.

**Q:** Real wires also scatter between interfaces. Must I identify every defect?

**A:** A mobility suffices in a simple model. Suppose collisions choose a new direction at random at rate $1/\tau$, and phase memory is lost between collisions. The mean velocity then decays at rate $1/\tau$, and in a field it settles at a value that gives mobility $\mu=e\tau/m$. Half of the collisions leave the direction unchanged, so reversals occur at rate $1/(2\tau)$. At speed $v$, a slice $dx$ reflects with probability $dx/(2v\tau)$, and its $R/T$ equals this to first order in $dx$. Adding slices over length $L$,
$$\rho_{\rm wire}=\frac L\lambda,\qquad \lambda=2v\tau=\frac{2\mu\sqrt{2mE}}e,$$
where $v=\sqrt{2E/m}$. The wire transmits $1/(1+L/\lambda)$, not $e^{-L/\lambda}$, because a reversed electron can be reversed again.

**Q:** And how do I obtain $\rho$ for a thin barrier?

**A:** Take height $V$, width $d$ and electron energy $E<V$, with the same mass throughout. Let $k=\sqrt{2mE}/\hbar$ and $\kappa=\sqrt{2m(V-E)}/\hbar$. To the left, $\psi=e^{ikx}+re^{-ikx}$; to the right, $\psi=te^{ik(x-d)}$. Inside, continuity of $\psi$ and $\psi'$ at $x=d$ fixes
$$\psi=t\left[\cosh\kappa(x-d)+\frac{ik}\kappa\sinh\kappa(x-d)\right].$$
At $x=0$, matching gives $1+r=\psi(0)$ and $1-r=\psi'(0)/(ik)$:
$$1+r=t\left(\cosh\kappa d-\frac{ik}{\kappa}\sinh\kappa d\right),\qquad
1-r=t\left(\cosh\kappa d+\frac{i\kappa}{k}\sinh\kappa d\right).$$
Adding them and dividing by $2t$,
$$\frac1t=\cosh\kappa d+\frac i2\left(\frac\kappa k-\frac k\kappa\right)\sinh\kappa d.$$
Take the squared modulus and use $\cosh^2=1+\sinh^2$:
$$\frac1T=1+\frac14\left(\frac\kappa k+\frac k\kappa\right)^2\sinh^2\kappa d.$$
Since $k^2+\kappa^2=2mV/\hbar^2$,
$$\rho=\frac1T-1=\frac{V^2\sinh^2\kappa d}{4E(V-E)}.$$

**Q:** Give me a device, with numbers.

**A:** Take a thin InAs nanowire with metal contacts and a short InP-like plug. The parameters are rough choices for that regime: effective mass $0.04\,m_e$, Fermi energy 0.100 eV above the subband bottom, and mobility 2000 cm²/Vs. Barrier heights are measured from the same bottom. Contact 1 has a residual barrier of 1.0 eV and 0.5 nm, the plug 0.5 eV and 1.5 nm, and contact 2 1.0 eV and 0.7 nm. The wire sections are 40 and 60 nm long.

The barrier formula gives transmissions 0.5850, 0.3329 and 0.4004. For contact 1, $\rho=(1-0.5850)/0.5850=0.709$; the other ratios are 2.004 and 1.497. The wire has $\lambda=85.3$ nm and $\rho_{\rm wire}=100/85.3=1.172$. Hence
$$\sum_i\rho_i=0.709+1.172+2.004+1.497=5.38,$$
$$\mathcal R=12.906\,(1+5.383)\ \text{k}\Omega=82.4\ \text{k}\Omega.$$
Adding separate two-terminal values for the three barriers and the wire would give 121.1 kΩ, an excess of three constriction terms.

At 10 mV the current is 121 nA. The drops are 1.11 mV at contact 1, 1.84 mV along the wire, 3.14 mV at the plug and 2.35 mV at contact 2. Each reservoir end takes another 0.78 mV. The sum is 10 mV, and the plug takes the largest share.

**Q:** How much would coherence change those barriers?

**A:** First omit wire scattering and stay at the Fermi energy. The three ratios sum to 4.21, so the incoherent transmission is 0.192. Averaging over frozen phases gives 0.167, about 13% lower. A wave simulation of these barriers gave 0.192 with phases renewed on every passage and 0.166 with phases frozen, which tests the distinction directly.

The frozen-phase mean of $R/T$ is 23.7, far above 4.21. Over the sampled spacings, the coherent resistance runs from about 12.9 kΩ, near perfect resonance, to about 1.2 MΩ. One coherent device cannot be predicted by the additive rule.

**Q:** Room temperature should wash this out.

**A:** It smooths the interference without restoring the rule. Thermal averaging at 300 K for the stated spacings, still without wire scattering, gives 78.8 kΩ coherently and 68.8 kΩ incoherently. The coherent value is about 15% higher here, but the size and even the sign of the difference depend on the spacings: two equal gaps of 50 nm give about 52 kΩ coherently, with the incoherent value unchanged. Equal gaps are a special case, in which the two propagation phases coincide at every energy; any equal pair from 30 to 70 nm gives about 52 kΩ. Over all pairs of gaps in that range the coherent value runs from about 52 to 111 kΩ and exceeds the incoherent one for roughly four pairs in five. Averaging over energy does not renew phases between passages.

**Q:** Is the rest of the model close to a real nanowire?

**A:** Only roughly. The loss of phase is itself an assumption. At the Fermi energy an electron crosses the 40 nm section in about 43 fs, and the mobility corresponds to $\tau\approx45$ fs. The additive rule needs phase to be lost faster than this, with little change of energy, and nothing here shows that a real InAs wire does so. The 82.4 kΩ therefore illustrates the rule; it does not predict a measurement.

InAs wires are often tens of nanometres thick; the 12 nm diameter used here is thin, chosen to separate the subbands. Metal on InAs often forms little or no Schottky barrier, so the contact barriers represent a residual layer and would be smaller for a clean contact. The bulk InAs mass is roughly 0.02 to 0.03 $m_e$; I use a larger value because confinement raises the energy in a nonparabolic band. For a 12 nm wire even $0.04\,m_e$ is low: the two-band estimate given below yields 0.046 to 0.050 $m_e$ at the subband bottom and 0.059 to 0.064 $m_e$ at the Fermi energy. The latter values, used as a constant mass throughout, would give about 114 to 124 kΩ.

The uniform mass is a serious simplification. Giving the plug a mass of $0.08\,m_e$, with $\psi$ and $\psi'/m$ continuous at its faces and everything else fixed, raises its ratio from 2.00 to 3.85. The extra $12.906\times1.848=23.9$ kΩ takes the total to about 106 kΩ, 29% above the original. Using $0.05\,m_e$ throughout, at fixed Fermi energy and mobility, gives 98.0 kΩ, 19% above it.

Replacing the outer lead at each contact by a metal 5 eV deep with mass $m_e$ changes the contact ratios to 0.581 and 1.189. Their sum falls by 0.437, lowering the resistance by 5.6 kΩ, or 7%. Thermal spread, with the electron keeping its energy through the incoherent device, raises the resistance from 82.4 to 84.8 kΩ.

**Q:** What about other subbands, charging, and current spreading in the metal?

**A:** With a constant mass of $0.04\,m_e$, the second subband of a hard-walled 12 nm wire lies 235 meV above the first. If its barriers are the same relative to its own bottom, it adds about 0.3% to the conductance at 300 K. Nonparabolicity brings the subbands closer. A two-band estimate with a gap of 0.354 eV and a bulk mass of 0.023 to 0.026 $m_e$ gives a spacing of roughly 155 to 165 meV, and the share then rises to about 5 to 7 per cent. For a 60 nm section inside a cylindrical gate, with 5 nm of oxide of permittivity 3.9, the charging energy $e^2/(2C)$ is 3.7 meV. That is about one seventh of $k_BT=25.9$ meV; its effect on resistance is not calculated here.

For spreading in the metal, integrate hemispherical shells outward from the wire radius $r_0$:
$$\mathcal R_{\rm spread}=\int_{r_0}^{\infty}\frac{\varrho\,dr}{2\pi r^2}=\frac{\varrho}{2\pi r_0}.$$
Here $\varrho$ is the metal resistivity. A value of 20 µΩ cm and $r_0=6$ nm give about 5 Ω per contact. This diffusive estimate is only a size at such a small radius, but it is far below the 12.9 kΩ constriction term.

**Q:** The metal has many modes. Does that not violate your one-channel condition?

**A:** Not at the ends. Let the wire mode reflect from the metal contact with probability $R_1$. Unitarity makes its total transmission into all metal modes $1-R_1$. It also makes the transmission from all metal modes into the wire, summed over those modes, equal to $1-R_1$. With the metal modes equally filled, the bounce sum is unchanged if $T_1$ denotes that total.

Several modes inside the wire are different. Take two that never mix, with transmissions 0.9 and 0.1 at each of two equal interfaces. Their ratios are $1/9$ and 9, which double to $2/9$ and 18. The total transmissions are $9/11$ and $1/19$, with mean 0.435. The ratio formed from that mean is $1/0.435-1\approx1.30$. Using the mean transmission 0.5 at each interface would predict $1+1=2$. Here one must add ratios within each mode and then add the modes' conductances.

## Numbers as computed

```
effective mass 0.04 m_e; Fermi energy 0.100 eV
temperature 300 K; kT = 25.85 meV
contact 1: height 1.0 eV, width 0.5 nm, T = 0.5850, R/T = 0.7095
plug: height 0.5 eV, width 1.5 nm, T = 0.3329, R/T = 2.0041
contact 2: height 1.0 eV, width 0.7 nm, T = 0.4004, R/T = 1.4972
wire sections 40 and 60 nm; mobility 2000 cm2/Vs
backscattering length 2 v tau = 85.31 nm
wire R/T = 1.1722; T = 0.4604
wire T from random walk = 0.4600
sum of R/T = 5.3830; total T = 0.1567
h/(2e^2) = 12.9064 kOhm
added resistances contact 1, wire, plug, contact 2 = 9.16, 15.13, 25.87, 19.32 kOhm
two-terminal resistance = 82.38 kOhm
wrong sum of separate two-terminal values = 121.10 kOhm
bias 10 mV; current = 121.4 nA
drops contact 1, wire, plug, contact 2 = 1.112, 1.836, 3.140, 2.346 mV
drop at each reservoir = 0.783 mV
-- coherence, barriers only, at the Fermi energy --
contact 1 + plug: incoherent T = 0.2693, phase mean T = 0.2693
contact 1 + plug: summed R/T = 2.7136, phase mean R/T = 5.5574
three barriers: incoherent T = 0.1919, phase mean T = 0.1674
three barriers: summed R/T = 4.2108, phase mean R/T = 23.6962
simulation: renewed phases T = 0.1922, frozen phases T = 0.1663
coherent resistance range = 12.91 to 1168.77 kOhm
-- two unmixed modes, T = 0.9 and 0.1, two equal interfaces --
true mode-averaged R/T = 1.2967; naive sum = 2.0000
-- neglected effects --
resistance with thermal spread = 84.75 kOhm
thermal, barriers only: incoherent 68.83, coherent 78.82 kOhm
wire diameter 12 nm; second subband 235.4 meV above first
second-subband share of first conductance = 0.323 %
plug R/T with mass 0.08 in plug = 3.8523
contact R/T with metal lead (5 eV deep, mass 1) = 0.5805, 1.1894
resistance with mass 0.05 throughout = 97.99 kOhm
metal resistivity 20 microohm cm; hemispherical spreading = 5.31 Ohm
gate oxide 5 nm, permittivity 3.9; 60 nm section e^2/(2C) = 3.73 meV
```
